# Choosing the recursive lattice solver for layered DMFT calculations

A DMFT calculation for a film, an interface or a barrier needs the local Green function of every layer. If the lattice step inverts a dense layer matrix, doubling the number of layers multiplies its work by about eight, at every in-plane energy, every frequency and every iteration. The cost then rises steeply for thick barriers, while thin ones may not reach the behaviour of interest. The recursive lattice solver removes this cost when hopping joins neighbouring layers only. It makes no approximation beyond those already in the layered DMFT equations.

## What the setting assumes

There are \(N\) layers, \(\alpha=1,\dots,N\), each a square lattice with in-plane energy

\[
\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y),
\]

where the wave vector is in units of the inverse lattice constant. A real hopping \(-t_\alpha\) joins each site to the site directly above it, between layers \(\alpha\) and \(\alpha+1\). Layer \(\alpha\) has a real potential \(V_\alpha\). DMFT takes the self-energy \(\Sigma_\alpha(z)\) to be local; here it is also the same on all sites of one layer. The algebra uses atomic units, numbers are in eV and angstrom, and \(\operatorname{Im}z>0\).

Translation symmetry within the layers conserves \(\mathbf k\), which enters through \(\varepsilon=\varepsilon_{\mathbf k}\) alone. Define

\[
y_\alpha=z-V_\alpha-\Sigma_\alpha-\varepsilon .
\]

At fixed \(\varepsilon\) the inverse Green function is tridiagonal. Its diagonal is \(y_\alpha\); its off-diagonal elements are \(+t_\alpha\), because the Hamiltonian is subtracted from \(z\).

## Why two sweeps suffice

Put a unit source in layer \(\alpha\) and let \(g_\beta\) be the response in layer \(\beta\). To the left of the source,

\[
t_{\beta-1}g_{\beta-1}+y_\beta g_\beta+t_\beta g_{\beta+1}=0,\qquad \beta<\alpha .
\]

For an open end the first equation gives \(L_1g_1=-t_1g_2\) with \(L_1=y_1\). Suppose that \(L_{\beta-1}g_{\beta-1}=-t_{\beta-1}g_\beta\). Inserting this in the next equation gives

\[
\left(y_\beta-\frac{t_{\beta-1}^2}{L_{\beta-1}}\right)g_\beta=-t_\beta g_{\beta+1}.
\]

The relation therefore continues from layer to layer with

\[
L_\beta=y_\beta-\lambda_\beta,\qquad
\lambda_\beta=\frac{t_{\beta-1}^2}{L_{\beta-1}} .
\]

The same elimination from the right gives

\[
R_\beta=y_\beta-r_\beta,\qquad
r_\beta=\frac{t_\beta^2}{R_{\beta+1}} .
\]

The equation at the source is \(t_{\alpha-1}g_{\alpha-1}+y_\alpha g_\alpha+t_\alpha g_{\alpha+1}=1\). Both neighbours can now be expressed through \(g_\alpha\), so that \((y_\alpha-\lambda_\alpha-r_\alpha)g_\alpha=1\). Since \(\lambda_\alpha=y_\alpha-L_\alpha\) and \(r_\alpha=y_\alpha-R_\alpha\),

\[
g_\alpha(\varepsilon)=\frac{1}{y_\alpha-\lambda_\alpha-r_\alpha}
=\frac{1}{L_\alpha+R_\alpha-y_\alpha}.
\]

The subtraction of \(y_\alpha\) is needed because \(L_\alpha\) and \(R_\alpha\) each contain the layer itself. One left sweep and one right sweep serve all layers.

No denominator can vanish if \(\operatorname{Im}\Sigma_\alpha\le0\). Then \(\operatorname{Im}y_\alpha\ge\operatorname{Im}z\), and

\[
-\operatorname{Im}\frac{t_{\alpha-1}^2}{L_{\alpha-1}}
=\frac{t_{\alpha-1}^2\operatorname{Im}L_{\alpha-1}}{|L_{\alpha-1}|^2}\ge0 .
\]

By induction, \(L_\alpha\), \(R_\alpha\) and \(y_\alpha-\lambda_\alpha-r_\alpha\) all have imaginary parts of at least \(\operatorname{Im}z\).

## What is linear in the number of layers

Each tail costs one division and one subtraction per layer beyond the end layer. With squared hoppings stored, the two sweeps take \(4(N-1)\) operations. Forming \(g_\alpha\) takes two subtractions and one division, so the total is

\[
4(N-1)+3N=7N-4 .
\]

In-place dense inversion has \(N\) pivots. Each needs one division, \(N\) multiplications in the pivot row, and \(2N\) operations in each of the other \(N-1\) rows:

\[
N\left[1+N+2N(N-1)\right]=2N^3-N^2+N .
\]

For \(N=40\), the counts recorded during execution are 276 and 126440, a ratio of about 458. These are operation counts, not run times, and the dense routine ignores the zeros in the matrix.

Preparing \(y_\alpha\) and summing over energies adds a fixed number of operations per layer and energy. With \(M\) in-plane energies and \(F\) frequencies, the lattice step therefore costs \(O(NMF)\). Storage per frequency is \(O(NM)\) if all energies are held together, or \(O(N)\) if they are handled one at a time and accumulated. Each DMFT iteration also needs \(N\) impurity solutions, which may dominate the run time.

The linear law thus holds for one iteration at fixed \(M\) and \(F\). The whole calculation is linear only if the number of iterations stays bounded as \(N\) grows.

## Setting the ends

For a free surface, set the outer tail to zero. For a uniform, noninteracting, semi-infinite lead with hopping \(t\) in all directions, removing one layer leaves the same lead. Its denominator obeys

\[
L=y-\frac{t^2}{L},\qquad L^2-yL+t^2=0,\qquad y=z-\varepsilon .
\]

The two roots have product \(t^2\), so their imaginary parts have opposite signs. Causality selects \(\operatorname{Im}L>0\):

\[
L=\tfrac12\left(y+\sqrt{y-2t}\sqrt{y+2t}\right),
\]

with principal square roots. This expression tends to \(y\) at large \(|y|\), which is the correct root there. It is continuous in the upper half-plane, and a root cannot become real while \(y=L+t^2/L\) is complex, so the choice stays correct. With a coupling \(t\) to the barrier, the outer tail is \(t^2/L\). A lead is not interchangeable with a free surface, as the example below shows.

## Setting the in-plane energy grid

The local Green function is

\[
G_\alpha=\int d\varepsilon\,\rho(\varepsilon)g_\alpha(\varepsilon).
\]

To find \(\rho\), write \(\varepsilon=-4t\cos a\cos b\) with \(a=(k_x+k_y)/2\) and \(b=(k_x-k_y)/2\), which can be treated as independent and uniformly distributed angles. The reason is that adding \(2\pi\) to \(k_x\) shifts both by \(\pi\) and leaves the product of cosines unchanged, so each angle may range over a full period. The cosine \(u\) of such an angle has density \(1/(\pi\sqrt{1-u^2})\). For \(e=|\varepsilon|/(4t)\), the density of the product of the two cosines is

\[
\frac{2}{\pi^2}\int_e^1\frac{du}{\sqrt{1-u^2}\sqrt{u^2-e^2}} ,
\]

where the factor 2 counts both signs of \(u\). Substituting \(u^2=1-(1-e^2)\sin^2\theta\) turns the integral into

\[
K(1-e^2)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-(1-e^2)\sin^2\theta}} .
\]

Dividing by \(4t\), the scale between product and energy, gives

\[
\rho(\varepsilon)=\frac{K\!\left(1-(\varepsilon/4t)^2\right)}{2\pi^2t},\qquad |\varepsilon|<4t .
\]

This function diverges logarithmically at \(\varepsilon=0\), so the grid should be split there. On the real axis it should also be split at \(\varepsilon=\omega\pm2t\), when these points lie inside the band, because the lead denominator has square-root edges there. Away from the real axis the lead edges are smoothed, but the divergence of \(\rho\) remains.

## Passing the result to the impurity solver

The impurity problem needs the hybridization \(\Delta_\alpha\), defined by

\[
G_\alpha^{-1}+\Sigma_\alpha=z-V_\alpha-\Delta_\alpha .
\]

Using the left side directly is risky when \(|\Sigma_\alpha|\) is large, since two large numbers nearly cancel. Instead set \(\zeta_\alpha=z-V_\alpha-\Sigma_\alpha\) and \(h_\alpha=\varepsilon+\lambda_\alpha+r_\alpha\). Then \(g_\alpha=1/(\zeta_\alpha-h_\alpha)\), or \(\zeta_\alpha g_\alpha=1+h_\alpha g_\alpha\). Integrating with \(\int\rho\,d\varepsilon=1\) and dividing by \(G_\alpha\) gives

\[
\Delta_\alpha=\zeta_\alpha-\frac1{G_\alpha}
=\frac{\int d\varepsilon\,\rho\,h_\alpha g_\alpha}{\int d\varepsilon\,\rho\,g_\alpha}.
\]

This form avoids subtracting numbers of size \(|\Sigma_\alpha|\), and it does not depend on the normalization of the quadrature weights. A milder cancellation remains: the leading term \(\varepsilon/\zeta_\alpha\) of \(h_\alpha g_\alpha\) cancels between positive and negative energies, so any error in the mean of \(\varepsilon\) on the grid enters \(\Delta_\alpha\) directly. It also preserves causality. Since \(\operatorname{Im}(\zeta_\alpha-h_\alpha)\ge\operatorname{Im}\zeta_\alpha\),

\[
-\operatorname{Im}G_\alpha\ge
\operatorname{Im}\zeta_\alpha\int d\varepsilon\,\rho|g_\alpha|^2
\ge\operatorname{Im}\zeta_\alpha|G_\alpha|^2 ,
\]

where the last step is the Cauchy–Schwarz inequality. Dividing by \(|G_\alpha|^2\) gives \(\operatorname{Im}G_\alpha^{-1}\ge\operatorname{Im}\zeta_\alpha\), hence \(\operatorname{Im}\Delta_\alpha\le0\).

The example uses the spinless Falicov–Kimball interaction \(U(n_c-\tfrac12)(n_f-\tfrac12)\), in which the \(f\) particles do not move. We take half filling, \(V_\alpha=0\), particle-hole symmetric leads and no charge order. The last point is an imposed constraint. For the parameters used below (\(t=0.25\) eV, \(U=1.5\) eV), bulk DMFT with two sublattices allowed orders in a checkerboard below a \(k_BT\) between 0.06 and 0.07 eV, so the uniform state is the equilibrium one only above that temperature. Exchanging particles and holes then exchanges \(n_f=0\) and \(n_f=1\), so each has weight \(\tfrac12\). The mobile particle sees a level at \(-U/2\) or \(+U/2\). With \(x_\alpha=z-\Delta_\alpha\),

\[
G_\alpha=\frac12\left(\frac1{x_\alpha-U/2}+\frac1{x_\alpha+U/2}\right)
=\frac{x_\alpha}{x_\alpha^2-U^2/4},
\]

\[
\Sigma_\alpha=x_\alpha-G_\alpha^{-1}
=x_\alpha-\left(x_\alpha-\frac{U^2}{4x_\alpha}\right)
=\frac{U^2}{4x_\alpha}.
\]

Because \(\operatorname{Im}x_\alpha>0\), the new self-energy has a negative imaginary part, as the next pair of sweeps requires. The loop repeats until the self-energies stop changing. Another interaction changes the impurity step and leaves the sweeps as they are.

## One energy worked through

Take \(t=0.25\) eV for every bond and \(U=1.5\) eV. These are model parameters, not those of a material. A three-layer barrier lies between two noninteracting leads. At \(\omega=0\), with a negligible positive \(\operatorname{Im}z\), the converged self-energies are \(\Sigma_1=\Sigma_3=-2.8798i\) eV and \(\Sigma_2=-7.8674i\) eV.

At \(\varepsilon=0.3\) eV the lead has \(y=-0.3\) eV. Its square-root term is \(\sqrt{0.09-0.25}=0.4i\) eV, so \(L=-0.15+0.20i\) eV. Since \(|L|^2=t^2=0.0625\) eV², the outer tail is \(t^2/L=-0.15-0.20i\) eV. In eV,

\[
L_1=(-0.3+2.8798i)-(-0.15-0.20i)=-0.15+3.0798i,
\]

\[
\lambda_2=\frac{0.0625}{-0.15+3.0798i}=-0.00099-0.02025i,
\]

\[
L_2=(-0.3+7.8674i)-\lambda_2=-0.2990+7.8876i .
\]

By symmetry \(R_2=L_2\), and therefore

\[
g_2=\frac1{2L_2-y_2}=\frac1{-0.2980+7.9079i}
=-0.0048-0.1263i\ \text{eV}^{-1}.
\]

Integration over \(\varepsilon\) gives \(G_2=-0.1260i\) eV\(^{-1}\). The real part cancels between positive and negative in-plane energies.

## How many layers, and how small an imaginary part

Deep in an insulating barrier at \(\omega=0\), \(|\Sigma_\alpha|\) is large and the equations can be expanded. For all bonds equal to \(t\), leading order gives

\[
\lambda_\alpha+r_\alpha\simeq
-t^2\left(\frac1{\Sigma_{\alpha-1}}+\frac1{\Sigma_{\alpha+1}}\right),
\qquad \zeta_\alpha\simeq-\Sigma_\alpha .
\]

Expanding \(g_\alpha=1/\zeta_\alpha+h_\alpha/\zeta_\alpha^2+\dots\) in the formula for \(\Delta_\alpha\) gives the mean of \(h_\alpha\) plus its variance divided by \(\zeta_\alpha\). The mean of \(\varepsilon\) is zero. Its variance is \(4t^2(\tfrac12+\tfrac12)=4t^2\), since the two cosines are independent. Thus

\[
\Delta_\alpha\simeq-t^2\left(\frac4{\Sigma_\alpha}
+\frac1{\Sigma_{\alpha-1}}+\frac1{\Sigma_{\alpha+1}}\right).
\]

Let \(\Sigma_\alpha=-i/s_\alpha\) and \(z=i\eta\). Then \(1/\Sigma_\alpha=is_\alpha\), and the impurity equation \(1/\Sigma_\alpha=4(z-\Delta_\alpha)/U^2\) becomes

\[
s_\alpha=\frac4{U^2}\left[\eta+t^2(4s_\alpha+s_{\alpha-1}+s_{\alpha+1})\right].
\]

To leading order \(G_\alpha=-1/\Sigma_\alpha=-is_\alpha\), so the density of states per site is \(A_\alpha=-\operatorname{Im}G_\alpha/\pi=s_\alpha/\pi\). For \(\eta\to0\),

\[
A_{\alpha+1}+A_{\alpha-1}=2\cosh(\kappa)A_\alpha,\qquad
\cosh\kappa=\frac{U^2}{8t^2}-2 .
\]

Its solutions are \(e^{\pm\kappa\alpha}\). A real, nonzero \(\kappa\) requires \(\cosh\kappa>1\), hence \(U>2\sqrt6\,t=1.225\) eV, or 0.0450 hartree.

Here \(\cosh\kappa=2.25/0.5-2=2.5\), so \(\kappa=1.567\) per layer. A layer spacing of 4.0 angstrom gives a decay length of \(4.0/1.567=2.55\) angstrom, or 4.82 bohr. In a fifteen-layer barrier, \(A_\alpha\) falls from \(0.101\) eV\(^{-1}\) in the first layer to \(3.44\times10^{-6}\) eV\(^{-1}\) in the eighth, the centre. The ratio \(A_7/A_8\) is 2.50. It equals \(\cosh\kappa\), rather than \(e^\kappa=4.79\), because decaying contributions from both leads meet at the centre. Between layers 4 and 5 one lead dominates, and the ratio is 4.79.

The decay law passes its test at \(U=1.4\) eV as well. On the metallic side, at \(U=1\) eV, the central density of states is 0.278 eV\(^{-1}\) for both 15 and 31 layers, so adding layers does not suppress it.

The term \(\eta\) sets a practical limit. Far from the ends it adds a uniform part \(s\) that obeys \(U^2s/4=\eta+6t^2s\), so that \(s=\eta/[2t^2(\cosh\kappa-1)]\). This part can be neglected when \(\eta\ll2t^2(\cosh\kappa-1)/|\Sigma_\alpha|\). At fixed \(|\Sigma_\alpha|\) this bound tightens towards the threshold, but in a given barrier \(|\Sigma_\alpha|\) falls as well, so the bound must be evaluated with the actual self-energy. At the centre of the fifteen-layer barrier \(|\Sigma|=9.24\times10^4\) eV, so \(\eta\) must be well below \(0.1875/(9.24\times10^4)=2.0\times10^{-6}\) eV. A larger value replaces the weak signal from the leads by artificial broadening.

This layer also shows why the hybridization formula matters. Here \(|x|=U^2/(4|\Sigma|)=6.1\times10^{-6}\) eV. Computing it as \(G^{-1}+\Sigma\) would subtract numbers about \(1.5\times10^{10}\) times larger and lose some ten digits; a relative error of \(10^{-10}\) in the sum of the weights would already be as large as \(x\). The ratio form cancels terms only about \(7\times10^4\) times larger than the result and loses four to five digits.

Removing the leads isolates their effect. For seven layers and \(\eta=10^{-5}\) eV, the central density of states is \(1.83\times10^{-3}\) eV\(^{-1}\) with leads and \(1.69\times10^{-5}\) eV\(^{-1}\) without. Raising \(\eta\) tenfold raises the second value tenfold, as the source term in the equation for \(s_\alpha\) predicts. The remainder without leads is therefore broadening, and the much larger value with leads comes from the contacts.

## When the total cost is no longer linear

At the lowest Matsubara frequency for \(k_BT=0.025\) eV, the example takes 30, 33 and 33 iterations for 5, 20 and 80 layers. This temperature lies below the charge-ordering temperature of the model, so the counts refer to the solution held uniform by assumption, not to the equilibrium state. At this frequency and interaction, the total work is close to linear over that range. Other frequencies and solvers need their own check.

The equation for \(s_\alpha\) shows where trouble may begin. Used as an iteration at \(\omega=0\), it multiplies a uniform error deep in the barrier by \(24t^2/U^2\) at each step. This factor is 0.67 at \(U=1.5\) eV and approaches one at the threshold. Even at 0.67 the iteration count grows with thickness if the tolerance is relative, because a uniform start must shrink to a central value of order \(e^{-\kappa N/2}\). For thick barriers this takes roughly \(\kappa/(2\ln1.5)\approx1.9\) further iterations per added layer, until \(\eta\) sets a floor. At \(\omega=0\) the total work therefore grows faster than linearly before that floor is reached. An error with wave number \(q\) across the layers is multiplied by \(4t^2(4+2\cos q)/U^2\). At the threshold this is about \(1-q^2/6\) for small \(q\). Since the longest wave has \(q\) of order \(1/N\), the iteration count could grow as \(N^2\). That last estimate is a conjecture, because it neglects nonlinear terms and was not tested.

## When to choose another form of the solver

- If the in-plane energies are \(a_\alpha\varepsilon_{\mathbf k}+c_\alpha\), replace \(\varepsilon\) by \(a_\alpha\varepsilon+c_\alpha\) in \(y_\alpha\). One energy label still suffices.
- If the layers have dispersions of different shape, or the interlayer hopping depends on \(\mathbf k\) other than through \(\varepsilon_{\mathbf k}\), run the sweeps for each \(\mathbf k\). The cost remains linear in \(N\), but the one-dimensional energy integral is lost.
- With \(m\) orbitals or sublattice sites per layer, the denominators become \(m\times m\) matrices and the divisions become inversions. The cost is of order \(Nm^3\) per \(\mathbf k\).
- If hopping reaches \(p\) layers, group \(p\) layers into one block. There are \(N/p\) blocks, each costing order \(p^3\), so the work is of order \(Np^2\). If \(p\) grows with \(N\), the linear law fails.
- If all pairs of layers are required, the output alone has \(N^2\) elements.

None of these choices repairs the physical approximation. DMFT omits nonlocal self-energies, and the example also excludes charge order by assumption. The numerical output below lists the comparisons with dense inversion, a real-space cluster and bulk DMFT.

## Computed results

```
hopping t = 0.25 eV, interaction U = 1.5 eV
layer spacing = 4.0 angstrom
max error, recursion vs dense inverse = 4.4e-16 1/eV
max error, real-space cluster = 6.7e-16 1/eV
max error, energy integral vs k-sum = 1.5e-10 1/eV
max DMFT self-consistency error = 1.7e-10 1/eV
thick barrier vs bulk Sigma, error = 1.8e-10 eV
bulk Sigma at z = 0.3i eV: -0.000000-1.082503j eV
N=10: operations recursion 66, dense 1910
N=20: operations recursion 136, dense 15620
N=40: operations recursion 276, dense 126440
recursion operations per added layer = 7
Matsubara frequency = 0.07854 eV at kT = 0.025 eV
N=5: DMFT iterations = 30
N=20: DMFT iterations = 33
N=80: DMFT iterations = 33
Three layers, omega = 0:
in-plane energy = 0.3 eV
Sigma_1 = 0.000000-2.879800j eV
Sigma_2 = -0.000000-7.867367j eV
lead L = -0.150000+0.200000j eV
y_1 = -0.300000+2.879800j eV
y_2 = -0.300000+7.867367j eV
L_1 = -0.150000+3.079800j eV
L_2 = -0.299014+7.887612j eV
R_2 = -0.299014+7.887612j eV
G_22 at this energy = -0.004759-0.126277j 1/eV
local G_2 after integration = -0.000000-0.125963j 1/eV
Fifteen layers, omega = 0, density of states per site:
layer 1: 1.01145e-01 1/eV
layer 2: 2.08487e-02 1/eV
layer 3: 4.34878e-03 1/eV
layer 4: 9.07622e-04 1/eV
layer 5: 1.89447e-04 1/eV
layer 6: 3.96116e-05 1/eV
layer 7: 8.61121e-06 1/eV
layer 8: 3.44448e-06 1/eV
centre |Sigma| = 9.2411e+04 eV
cosh(kappa): DMFT 2.4999993, law 2.5000000
cosh(kappa) at U=1.4 eV: DMFT 1.9200000, law 1.9200000
kappa = 1.56680 per layer
decay length = 2.5530 angstrom = 4.8244 bohr
threshold U = 1.22474 eV = 0.045009 hartree
U=1 eV centre DOS: N=15 0.27785, N=31 0.27785 1/eV
Seven layers, centre density of states:
with leads, Im z = 1e-5 eV: 1.8317e-03 1/eV
without leads, Im z = 1e-5 eV: 1.6912e-05 1/eV
without leads, Im z = 1e-4 eV: 1.6912e-04 1/eV
with leads, omega = 0.75 eV: 0.41356 1/eV
```
